# Fermi-Arc Decay Length in a Two-Node Weyl Model

**Model and conventions**

A Weyl conductor fills the half-space $x>0$. Its surface is the plane $x=0$, so $k_y$ and $k_z$ are conserved and $k_x$ becomes $-i\partial_x$. The two-band Hamiltonian is

$$H=\hbar v(k_x\sigma_x+k_y\sigma_y)+M\sigma_z,\qquad M=\mu(k_z)-B(k_x^2+k_y^2),\tag{1}$$

$$\mu(k_z)=A(k_0^2-k_z^2),\tag{2}$$

with $A,v,k_0>0$ and $B\ge 0$. The Pauli matrices act on the two bands. Energies are measured from the nodes. Because the three Pauli matrices anticommute, squaring $H$ gives the bulk bands

$$E=\pm\sqrt{\hbar^2v^2(k_x^2+k_y^2)+M^2}.\tag{3}$$

They touch only where $k_x=k_y=0$ and $\mu=0$, that is, at $k_z=\pm k_0$. At fixed $k_z$ the model is a two-dimensional Dirac system with mass $\mu$, positive between the nodes and negative beyond them. The vacuum is assigned negative mass, so that it joins smoothly to the slices beyond the nodes. This is an assumption about the surface.

The decay length $\ell$ is defined by the amplitude, $|\psi|\propto e^{-x/\ell}$ far from the wall. The density then falls as $e^{-2x/\ell}$, with length $\ell/2$.

The term "hard wall" needs care. It can mean an infinite mass outside the conductor, or a wave function that vanishes at the surface. Below, the first is used with $B=0$ and the second with $B>0$. The resulting lengths differ because of $B$, not because of the wall: if the same $B>0$ is kept on both sides, an infinite mass outside also makes the wave function vanish at the surface and gives the same length. The leading behaviour at the nodes does not depend on $B$.

**Infinite-mass wall**

Set $B=0$ and let the mass be $-W$ for $x<0$, with $W>0$. Multiplying $H\psi=E\psi$ by $i\sigma_x/(\hbar v)$ and using $\sigma_x^2=1$ gives, outside,

$$\partial_x\psi=\frac{i}{\hbar v}\sigma_x\left(E-\hbar vk_y\sigma_y+W\sigma_z\right)\psi .\tag{4}$$

Since $\sigma_x\sigma_z=-i\sigma_y$, the term in $W$ is $(W/\hbar v)\sigma_y\psi$, and it dominates when $W\to\infty$. A state that vanishes as $x\to-\infty$ must grow towards the wall, which selects the positive eigenvalue:

$$\sigma_y\psi(0)=\psi(0).\tag{5}$$

Inside, at an energy in the gap, the two-component first-order equation has one decaying solution, $\psi=\chi e^{-\kappa x}$. By (5), $\sigma_y\chi=\chi$. The derivative contributes $-i\hbar v(-\kappa)=i\hbar v\kappa$, so

$$(i\hbar v\kappa\sigma_x+\mu\sigma_z)\chi=(E-\hbar vk_y)\chi.\tag{6}$$

Both $\sigma_x$ and $\sigma_z$ anticommute with $\sigma_y$. The left side therefore has $\sigma_y=-1$, while the right side has $\sigma_y=+1$. Two such vectors can be equal only if both vanish. The right side gives

$$E=\hbar vk_y.\tag{7}$$

Multiplying the vanishing left side by $\sigma_x$ gives

$$i\hbar v\kappa\chi=-\mu\sigma_x\sigma_z\chi=i\mu\sigma_y\chi=i\mu\chi,\tag{8}$$

and hence $\kappa=\mu/(\hbar v)$. Decay into the conductor requires $\mu>0$, so the state exists for $|k_z|<k_0$, with

$$\boxed{\ell_{\rm m}(k_z)=\frac{\hbar v}{A(k_0^2-k_z^2)}}.\tag{9}$$

The same spinor also solves the problem at finite $W$. Replacing $\mu$ by $-W$ in (8) gives $\psi\propto e^{Wx/\hbar v}$ outside, which joins continuously at $x=0$. A finite barrier thus lets the state leak over a distance $\hbar v/W$ without changing (7) or (9).

At $E=0$, equation (7) gives the arc $k_y=0$, $|k_z|<k_0$. The length is set by the ratio of velocity to mass: the mass opens the gap that makes the state evanescent. At a node projection the gap closes and the state is no longer bound to the surface.

**Vanishing wave function**

Suppose instead that $\psi(0)=0$. With $B=0$ the wave equation is first order in $x$, and this initial value makes $\psi$ vanish everywhere. The linear model therefore has no solution with this wall. For $B>0$ the equation is second order and a solution is possible.

Define the mass at $k_x=0$ as

$$m=A(k_0^2-k_z^2)-Bk_y^2.\tag{10}$$

For $\chi e^{-\kappa x}$ we have $k_x=i\kappa$ and $-Bk_x^2=+B\kappa^2$, so that

$$\left[i\hbar v\kappa\sigma_x+\hbar vk_y\sigma_y+(m+B\kappa^2)\sigma_z\right]\chi=E\chi.\tag{11}$$

Squaring the matrix gives $E^2=\hbar^2v^2(k_y^2-\kappa^2)+(m+B\kappa^2)^2$, a quadratic equation in $\kappa^2$. Its four roots for $\kappa$ come in pairs of opposite sign. In the bulk gap none is purely imaginary, since that would be a propagating wave. Two roots, $\kappa_1$ and $\kappa_2$, therefore have positive real part.

A sum of the two exponentials can vanish at $x=0$ only if their spinors are parallel. Let both be $\chi$. For distinct roots, subtract the two copies of (11) and divide by $\kappa_1-\kappa_2$:

$$\left[i\hbar v\sigma_x+B(\kappa_1+\kappa_2)\sigma_z\right]\chi=0.\tag{12}$$

Multiplication by $\sigma_x$ yields $i\hbar v\chi-iB(\kappa_1+\kappa_2)\sigma_y\chi=0$, or

$$\sigma_y\chi=\frac{\hbar v}{B(\kappa_1+\kappa_2)}\chi.\tag{13}$$

The eigenvalue must be $\pm1$. Because the sum of the roots has positive real part, it is $+1$, and $\kappa_1+\kappa_2=\hbar v/B$. The argument below (6) applies again with $\mu$ replaced by $m+B\kappa^2$. It gives $E=\hbar vk_y$ and

$$B\kappa^2-\hbar v\kappa+m=0.\tag{14}$$

The roots are

$$\kappa_\pm=\frac{\hbar v}{2B}\left(1\pm\sqrt{1-\eta}\right),\qquad \eta=\frac{4Bm}{(\hbar v)^2}.\tag{15}$$

Their product is $m/B$. If $m<0$, one root is negative and no surface state exists; if $m=0$, one root is zero and the state is not bound. If $m>0$, both exponentials decay and

$$\psi\propto\chi\left(e^{-\kappa_-x}-e^{-\kappa_+x}\right).\tag{16}$$

When $\eta=1$ the roots coincide. Dividing (16) by $\kappa_+-\kappa_-$ before taking the limit gives $\psi\propto\chi xe^{-\kappa x}$.

For $\eta\le1$ the slower root controls the tail. Using $\kappa_+\kappa_-=m/B$,

$$\ell_0=\frac1{\kappa_-}=\frac{B\kappa_+}{m}
=\frac{\hbar v}{m}\,\frac{1+\sqrt{1-\eta}}2.\tag{17}$$

The final factor lies between $1/2$ and $1$. For $\eta>1$ the roots are complex conjugates. The wave function then oscillates under an envelope of length $2B/(\hbar v)$, which no longer depends on the mass.

For small $\eta$, $\sqrt{1-\eta}\simeq1-\eta/2$, and (17) becomes

$$\ell_0\simeq\frac{\hbar v}{m}\left(1-\frac{\eta}{4}\right)=\frac{\hbar v}{m}-\frac{B}{\hbar v}.\tag{18}$$

At $E=0$ we have $k_y=0$ and $m=\mu$. Equation (9) is then the leading term of (18). Near a node it holds for any fixed $B$, because $\eta\to0$ there. The difference in length approaches the constant $B/(\hbar v)$, while the relative difference vanishes.

**The divergence and the arc centre**

Let $\delta=k_0-|k_z|$ be the distance to the nearer node along the zero-energy arc. Then

$$\mu=A(k_0-|k_z|)(k_0+|k_z|)=A\delta(2k_0-\delta).\tag{19}$$

The bulk velocity along $z$ at a node has magnitude $v_z=2Ak_0/\hbar$, from the slope of $\mu$. As $\delta\to0$, both walls give

$$\ell\simeq\frac{\hbar v}{2Ak_0\delta}=\frac{v}{v_z\delta}.\tag{20}$$

The divergence is thus a simple pole in the distance to the node.

At the arc centre, $k_z=0$, the mass is $Ak_0^2$. If $B=A$, equation (15) gives $\eta=4A^2k_0^2/(\hbar v)^2=(v_z/v)^2$. Equation (9) is then accurate at the centre only when $v_z\ll v$. For an isotropic cone, $v_z=v$, we have $\eta=1$, and the asymptotic length with a vanishing wave function is half of (9); because of the prefactor $x$, the decay seen within a few lengths of the wall is slower than this.

At nonzero energy the arc lies on $k_y=E/(\hbar v)$. It ends where $m=0$:

$$A(k_0^2-k_z^2)=B\left(\frac{E}{\hbar v}\right)^2.\tag{21}$$

At that point (3) has a bulk state with $k_x=0$ and the same energy, so the arc meets the projected bulk pocket. The length diverges there, and not at the node projection, which has $k_y=0$. The two places coincide at $E=0$.

**A different surface condition**

A real surface may rotate the boundary spinor. In the linear model the current operator along $x$ is $v\sigma_x$. A wall that passes no current can fix the spinor anywhere in the $yz$ plane of spin space:

$$\sigma_\alpha\psi(0)=\psi(0),\qquad \sigma_\alpha=\sigma_y\cos\alpha+\sigma_z\sin\alpha.\tag{22}$$

Introduce $\sigma_\beta=-\sigma_y\sin\alpha+\sigma_z\cos\alpha$. Inverting the rotation gives $\sigma_y=\sigma_\alpha\cos\alpha-\sigma_\beta\sin\alpha$ and $\sigma_z=\sigma_\alpha\sin\alpha+\sigma_\beta\cos\alpha$. The coefficient of $\sigma_\alpha$ in $H$ now plays the part of $\hbar vk_y$, and that of $\sigma_\beta$ the part of the mass. Since $\sigma_x\sigma_\beta=-i\sigma_\alpha$, the steps from (6) to (8) carry over:

$$E=\hbar vk_y\cos\alpha+\mu\sin\alpha,\qquad
\hbar v\kappa=\mu\cos\alpha-\hbar vk_y\sin\alpha.\tag{23}$$

Setting $E=0$ gives $k_y=-\mu\tan\alpha/(\hbar v)$. Substitution in the second equation gives $\hbar v\kappa=\mu(\cos\alpha+\sin^2\alpha/\cos\alpha)=\mu/\cos\alpha$, so

$$\ell_\alpha=\frac{\hbar v\cos\alpha}{\mu},\qquad |\alpha|<\frac{\pi}{2}.\tag{24}$$

For a fixed angle, the arc becomes curved and its length scale changes, but it still diverges at the nodes.

**A film with two surfaces**

A film occupies $0<x<d$ between infinite-mass walls, with $B=0$. At the second surface the vacuum lies on the other side, so the allowed eigenvalue is $\sigma_y=-1$. Let $\chi_\pm=(1,\pm i)^T/\sqrt2$ and write $\psi=u\chi_++w\chi_-$. Direct multiplication gives $\sigma_z\chi_\pm=\chi_\mp$ and $\sigma_x\chi_\pm=\pm i\chi_\mp$. At $k_y=0$ the wave equation separates into

$$\hbar vu'+\mu u=Ew,\qquad -\hbar vw'+\mu w=Eu,\tag{25}$$

with $w(0)=0$ and $u(d)=0$. Zero energy is excluded, since the first equation would give $u\propto e^{-\mu x/\hbar v}$, which cannot vanish at $d$, and $w$ fails at $0$ in the same way. Eliminating $w$ gives

$$-\hbar^2v^2u''+\mu^2u=E^2u.\tag{26}$$

For $|E|<\mu$ the solution with $u(d)=0$ is $u=\sinh\kappa(d-x)$, where $\hbar^2v^2\kappa^2=\mu^2-E^2$. The condition $w(0)=0$ means $\hbar vu'(0)+\mu u(0)=0$, hence

$$\tanh\kappa d=\frac{\hbar v\kappa}{\mu}=\kappa\ell_{\rm m},\qquad |E|=\frac{\mu}{\cosh\kappa d}.\tag{27}$$

The energy follows from $E^2=\mu^2(1-\tanh^2\kappa d)$. As a function of $\kappa d$, the hyperbolic tangent starts with slope one and bends downward, while the right side is a line of slope $\ell_{\rm m}/d$. They meet at positive $\kappa$ only if $\ell_{\rm m}<d$. By (9), the evanescent pair is confined to

$$k_z^2<k_0^2-\frac{\hbar v}{Ad}.\tag{28}$$

In a thick film $\kappa\simeq1/\ell_{\rm m}$, and the splitting $2|E|$ tends to $4\mu e^{-d/\ell_{\rm m}}$. The two surface states have mixed, so their zero-energy crossing is lost.

**Worked example**

Take $v=4.0\times10^5$ m/s, $k_0=0.50$ nm$^{-1}$ and $A=B=0.20$ eV nm$^2$. Then $\hbar v=0.2633$ eV nm. At the arc centre

$$\mu(0)=0.20\times0.50^2=0.050\ {\rm eV},\qquad
\ell_{\rm m}(0)=\frac{0.2633}{0.050}=5.27\ {\rm nm}.$$

The density length is 2.63 nm. For a vanishing wave function, (15) gives $\eta=0.577$ and (17) gives $\ell_0(0)=4.35$ nm. Relative to that value, the simple formula is 21% too long. At $E=0$ the lengths along the arc are:

| $k_z$ (nm$^{-1}$) | $\mu$ (eV) | $\ell_{\rm m}$ (nm) | $\ell_0$ (nm) |
|---:|---:|---:|---:|
| 0 | 0.0500 | 5.27 | 4.35 |
| 0.300 | 0.0320 | 8.23 | 7.38 |
| 0.400 | 0.0180 | 14.6 | 13.8 |
| 0.450 | 0.0095 | 27.7 | 26.9 |
| 0.490 | 0.0020 | 133 | 132 |
| 0.499 | 0.0002 | 1318 | 1317 |

The last columns approach a fixed separation of $B/(\hbar v)=0.76$ nm, as (18) predicts. For the last row, (20) gives 1316 nm.

With the other parameters fixed, a Fermi level 0.020 eV above the nodes moves the arc to $k_y=0.076$ nm$^{-1}$ and its ends to $|k_z|=0.494$ nm$^{-1}$. At $k_z=0$, $\ell_0$ rises to 4.48 nm. A wall angle of $30^\circ$ in the linear model changes $\ell_{\rm m}(0)$ to $5.27\cos30^\circ=4.56$ nm.

A finite film thickness shortens the range of $k_z$ that holds surface states. Equation (28) keeps 86% of the $k_z$ interval for $d=20$ nm and 69% for $d=10$ nm. At 5 nm no evanescent pair remains, because even the shortest length, 5.27 nm, exceeds the thickness. Solving (27) numerically at $k_z=0$ gives splittings of 0.0045 eV at 20 nm and 0.032 eV at 10 nm. These film results assume infinite-mass walls and $B=0$. With $B=0.20$ eV nm$^2$ and a wave function that vanishes at both surfaces, the splittings become 0.0031 eV at 20 nm and 0.033 eV at 10 nm.

**Relation to interconnect metals**

The NbP family is considered for thin interconnects. The parameters here are illustrative and are not fitted to any of its members. In particular, the node separation of 1 nm$^{-1}$ is large for such metals, and in this model, for a fixed wall, a smaller one makes the states reach deeper. Node separation alone does not fix the depth at a real surface: by (24), an arc that bends away from the line joining the nodes has a shorter length. Halving $k_0$ at fixed $A$ and $v$ would raise $\ell_{\rm m}(0)$ fourfold, to about 21 nm; at fixed node velocities $v$ and $v_z$ it would double it, to about 10.5 nm. NbP is nonmagnetic and has several node pairs, whereas a single pair requires broken time-reversal symmetry; the example therefore represents one pair and is not a calculation of NbP. Tilted cones and the atomic structure of the surface are also left out, and their effect is not sized here. At an operating temperature of 378 K, $k_{\rm B}T=0.033$ eV is comparable with the central mass. With the Fermi level at the nodes, a bulk state at the $k_z=0$ band edge has occupation 0.18, so bulk carriers accompany the arc. An arc state at $E=k_{\rm B}T$ has $\ell_0(0)=4.70$ nm, 8% above its zero-energy value. Disorder sets a further limit: for an assumed mean free path $\lambda=10$ nm, the broadening estimate $\hbar v/\lambda=0.026$ eV equals $\mu$ at $|k_z|=0.34$ nm$^{-1}$, where $\ell_{\rm m}=\lambda$. By this estimate, the broadening exceeds $\mu$ closer to the nodes. Bulk and surface states then overlap in energy, and the clean decay length alone does not describe surface confinement. Within this model, a film meant to retain separate surface channels should be several times thicker than $\ell$ over the part of the arc that is to carry current. For infinite-mass walls, $B=0$ and a Fermi level 0.020 eV above the nodes, a surface state at $k_z=0$ has 98% of its weight in one half of a 20 nm film, but only 75% in a 10 nm film. That condition alone does not determine the film's resistivity.
